# Photodiode Impulse Response and Transit-Time Bandwidth from Conserved Charge Packets

## What the current must account for

Suppose the photocurrent of a photodiode is computed from its electrons alone. In the example below, the pulse then carries 0.628 of an elementary charge per absorbed photon, and the missing 0.372 has no place to go. Suppose instead that each electron and each hole delivers a full charge on reaching its contact. The pulse then carries two charges per photon. In either case the pulse shape is wrong as well, and so is the bandwidth obtained from it.

The cure is to compute the current that moving carriers induce in the circuit while they are still in flight. The numerical scheme should keep the resulting charge balance at any resolution, so that discretization affects the timing of the charge and not its amount.

## Model and conventions

A depleted layer occupies $0<x<W$, with the p contact at $x=0$ and the n contact at $x=W$. A weak, instantaneous light pulse enters through the p contact and is absorbed in one pass with coefficient $\alpha$. Electrons drift towards $x=W$ at constant speed $v_e$, holes towards $x=0$ at constant speed $v_h$. Constant speeds presuppose a field high enough for velocity saturation throughout the layer. The voltage between the contacts is held fixed.

Diffusion, recombination, trapping, screening of the field by the photocarriers, carriers created outside the layer and the circuit's RC response are left out. The result is a transit-time response, not that of a complete device.

The algebra uses atomic units, so the elementary charge is 1 and the electron has charge $-1$. Numbers use eV and angstrom: time is in $\hbar/\mathrm{eV}$, speed in $\mathrm{Å\,eV}/\hbar$ and angular frequency in $\mathrm{eV}/\hbar$. The current formulas keep their form, because $\hbar=e=1$ in both systems. Define
$$a=\alpha W,\quad D=1-e^{-a},\quad \tau_e=W/v_e,\quad \tau_h=W/v_h .$$

## The induced current

Let a charge $q$ sit at $x=s$ between wide contacts of area $A$, in a medium of relative permittivity $\kappa$. The total charge on a contact depends on the field averaged over the contact plane, so a one-dimensional Poisson equation suffices:
$$\frac{dE}{dx}=\frac{4\pi}{\kappa}\left[\rho(x)+\frac{q}{A}\delta(x-s)\right],$$
where $\rho$ is the fixed space charge. Integrating from $x$ to $W$ gives
$$E(x)=E(W)-\frac{4\pi}{\kappa}\left[\int_x^W\rho\,dx'+\frac{q}{A}\Theta(s-x)\right].$$
Integrate once more over the layer. With reverse bias $V=\phi(W)-\phi(0)$, the left side gives $-V$. The step function contributes $s$, and the double integral of $\rho$ is $B=\int_0^W x\rho\,dx$. Hence
$$W E(W)=-V+\frac{4\pi}{\kappa}\left(B+\frac{qs}{A}\right).$$
The field vanishes inside the metal, so Gauss's law gives the n contact the charge
$$Q_R=-\frac{\kappa A}{4\pi}E(W)=\frac{\kappa AV}{4\pi W}-\frac{AB}{W}-\frac{qs}{W}.$$
Bias and space charge enter as constants. During the flight no carrier crosses the contact surface, so the circuit must supply
$$\frac{dQ_R}{dt}=-\frac{q}{W}\frac{ds}{dt}.$$
For an electron, $q=-1$ and $ds/dt=v_e$, which gives $+v_e/W$. For a hole, $q=+1$ and $ds/dt=-v_h$, which gives $+v_h/W$. The two currents add. When the electron arrives, it neutralizes the unit charge already induced on the contact, so there is no further pulse in the circuit. A finite-difference solution of Poisson's equation, with three combinations of bias and fixed charge, tests the displacement law for both signs of $q$.

## The impulse response

Per absorbed pair, the density of starting points is
$$g(x)=\frac{\alpha e^{-\alpha x}}{D},\qquad \int_0^W g\,dx=1 .$$
An electron born at $x$ is still in flight at time $t$ if $x<W-v_et$; a hole is still in flight if $x>v_ht$. Integrating $g$ over these ranges gives the surviving fractions
$$N_e=\frac{1-e^{-a+\alpha v_et}}{D}\quad(t<\tau_e),\qquad
N_h=\frac{e^{-\alpha v_ht}-e^{-a}}{D}\quad(t<\tau_h),$$
and zero at later times. The current is therefore
$$i(t)=\frac{v_eN_e(t)+v_hN_h(t)}{W}.$$

A pair born at $x$ sends $(W-x)/W$ through the circuit by its electron and $x/W$ by its hole, one charge in total. Averaged over $g$, the shares are $1-\langle x\rangle/W$ and $\langle x\rangle/W$. Integration by parts gives the mean depth:
$$\langle x\rangle=\frac1D\left[-xe^{-\alpha x}-\frac{e^{-\alpha x}}{\alpha}\right]_0^W
=\frac1\alpha-\frac{We^{-a}}{D}=\frac1\alpha-\frac{W}{e^a-1}.$$

## The algorithm

Sampling $i(t)$ and summing the samples conserves charge only to within the error of the quadrature rule. The induced charge itself is a better primary quantity.

1. Divide the layer into $M$ cells of width $h=W/M$. Give cell $j$, with left edge $l_j$, its absorbed weight
$$w_j=\frac{e^{-\alpha l_j}-e^{-\alpha(l_j+h)}}{D}.$$
2. Start its pair at the absorption centroid. The mean-depth formula, applied to one cell, gives
$$x_j=l_j+\frac1\alpha-\frac{h}{e^{\alpha h}-1}.$$
3. At the edges of $N$ time bins of length $\Delta t=\max(\tau_e,\tau_h)/N$, evaluate
$$Q(t)=\frac1W\sum_jw_j\left[\min(v_et,W-x_j)+\min(v_ht,x_j)\right].$$
4. Form the packets $\Delta Q_n=Q(t_n^+)-Q(t_n^-)$, where $t_n^\pm$ are the edges of bin $n$. The bin-averaged current is $\Delta Q_n/\Delta t$.
5. With $t_n$ the midpoint of the bin, evaluate at any desired $\omega$
$$H_N(\omega)=\sum_n\Delta Q_n e^{-i\omega t_n}.$$
6. Scan upward from zero frequency to the first interval in which $|H_N|^2$ falls below $1/2$, and refine the root there.

The packets telescope to $Q(\max(\tau_e,\tau_h))-Q(0)$. At the last time each bracket in $Q$ equals $(W-x_j)+x_j=W$, and the weights sum to one. The total is thus one charge for any $M$ and $N$, apart from rounding. The centroids also reproduce $\langle x\rangle$, so the electron and hole shares are separately correct. A window that ends before the slowest flight loses charge.

The direct sum in step 5 has a practical advantage over an unpadded fast Fourier transform. A window of length $\tau_h$ gives a frequency spacing of $2\pi/\tau_h$. In the example this is $2\pi/32000=1.96\times10^{-4}\ \mathrm{eV}/\hbar$, which already lies above the bandwidth. Zero padding refines the grid; the direct sum can be evaluated at any chosen frequency.

The scan step can be justified too. The packets are non-negative, sum to one and lie at times no later than $\tau_{\max}=\max(\tau_e,\tau_h)$. Hence $|H_N|\le1$ and $|dH_N/d\omega|\le\tau_{\max}$, so $|H_N|^2$ has slope at most $2\tau_{\max}$. With steps of $0.02/\tau_{\max}$, no point is farther than $0.01/\tau_{\max}$ from a sample. A dip that escapes the scan therefore goes less than 0.02 below one half.

## Error analysis

**Cells.** A carrier with speed $v$, transit time $\tau=W/v$ and flight time $T$ contributes
$$F(T)=\frac1\tau\int_0^Te^{-i\omega t}dt .$$
Its second derivative with respect to $T$ has modulus $\omega/\tau$. Since $T$ changes with starting position at the rate $\pm1/v$, the second derivative with respect to position has modulus $\omega/(\tau v^2)=\omega\tau/W^2$. Expand $F$ about the centroid of a cell. The linear term averages to zero, and the variance of position within a cell is at most $h^2/4$. The error per carrier type is then at most
$$\frac12\,\frac{\omega\tau}{W^2}\,\frac{h^2}{4}=\frac{\omega\tau}{8M^2}.$$

**Time bins.** Within a bin, write $u=t-t_n$ and expand $e^{-i\omega u}=1-i\omega u+R$, with $|R|\le\omega^2u^2/2\le\omega^2\Delta t^2/8$. As the total charge is one, the remainders add at most $\omega^2\Delta t^2/8$.

The linear term vanishes in a bin that a carrier spends wholly in flight, because its current is constant there. In its arrival bin the current flows for a fraction $p$ of the bin, and
$$\int_{-\Delta t/2}^{-\Delta t/2+p\Delta t}u\,du=-\frac{\Delta t^2}{2}p(1-p),$$
whose modulus is at most $\Delta t^2/8$. Multiplying by $\omega$ and by the current $1/\tau$ gives at most $\omega\Delta t^2/(8\tau)$ per carrier type.

Adding all parts,
$$|H_N-H|\le\frac{\omega(\tau_e+\tau_h)}{8M^2}
+\frac{\omega\Delta t^2}{8}\left(\frac1{\tau_e}+\frac1{\tau_h}\right)
+\frac{\omega^2\Delta t^2}{8}.$$
The method is second order when $M$ and $N$ grow together, although each carrier's current stops abruptly.

The packet sum fails when $\omega\Delta t$ is not small. Raising $\omega$ by $2\pi/\Delta t$ multiplies each term by $-1$, because $t_n/\Delta t$ is a half-integer. Thus $|H_N|$ is periodic in frequency, while the response it approximates is not.

**Bandwidth.** At the half-power point $|H|=1/\sqrt2$. To first order, an error $\delta H$ moves the root by
$$\delta\omega=-\frac{2\,\mathrm{Re}(H^*\delta H)}{d|H|^2/d\omega},\qquad
|\delta\omega|\le\frac{\sqrt2\,|\delta H|}{|d|H|^2/d\omega|}.$$
The bandwidth inherits second-order accuracy if the curve crosses one half with non-zero slope.

## Closed transform and two limits

For constant speeds the continuous transform $H(\omega)=\int i(t)e^{-i\omega t}dt$ can be found in closed form. Put $\theta=\omega\tau_e$, $\phi=\omega\tau_h$, and measure time in units of each transit time:
$$DH=\int_0^1(1-e^{-a+au})e^{-i\theta u}du+\int_0^1(e^{-au}-e^{-a})e^{-i\phi u}du.$$
The four exponential integrals give
$$DH=\frac{1-e^{-i\theta}}{i\theta}-\frac{e^{-i\theta}-e^{-a}}{a-i\theta}
+\frac{1-e^{-a-i\phi}}{a+i\phi}-e^{-a}\frac{1-e^{-i\phi}}{i\phi}.$$
At zero frequency the right side is $1-D/a+D/a-e^{-a}=D$, so $H(0)=1$. The bandwidth is the first $\omega$ at which $|H|^2=1/2$, the half-power point of the electrical signal. Quadrature of $i(t)$ at three frequencies tests the formula.

**Uniform absorption**, $a\to0$. The fractions become $1-t/\tau_e$ and $1-t/\tau_h$, two triangular pulses. Integration by parts gives
$$H=K(\theta)+K(\phi),\qquad K(z)=\int_0^1(1-u)e^{-izu}du=\frac1{iz}+\frac{1-e^{-iz}}{z^2}.$$

**Surface absorption**, $a\to\infty$. Electrons alone cross the layer, and
$$H\to S=\frac{1-e^{-i\theta}}{i\theta}=e^{-i\theta/2}s,\qquad s=\frac{\sin(\theta/2)}{\theta/2}.$$

The approach to this limit is instructive. For large $a$, drop terms in $e^{-a}$ and expand the two fractions through $1/a^2$:
$$H\simeq S+\frac{1-e^{-i\theta}}{a}-\frac{i(\theta e^{-i\theta}+\phi)}{a^2}.$$
The middle term is $i\theta S/a$. It is in quadrature with $S$, so it changes $|H|^2$ by $s^2\theta^2/a^2$, with no contribution of order $1/a$. The interference of $S$ with the last term adds
$$\frac{2s}{a^2}\,\mathrm{Im}\left(\theta e^{-i\theta/2}+\phi e^{i\theta/2}\right)
=\frac{2s(\phi-\theta)\sin(\theta/2)}{a^2}=\frac{s^2\theta(\phi-\theta)}{a^2}.$$
The sum is
$$|H|^2\simeq s^2\left(1+\frac{\theta\phi}{a^2}\right).$$
The correction is positive. The expansion requires $a\gg\theta$ and $a\gg\phi$. For any fixed ratio of the speeds, a small enough absorption depth therefore raises the bandwidth above its surface value, but the slower the holes, the larger $a$ must be. If instead $\phi\gg a\gg\theta$, the hole fraction $1/(a+i\phi)$ is negligible and $H\simeq S-e^{-i\theta}/a$. Then $|H|^2$ changes by $-2s\cos(\theta/2)/a$, which is negative near the half-power point, and the bandwidth lies below its surface value.

## Worked example

Take round model parameters: $W=8000$ Å, $\alpha=0.0002$ Å$^{-1}$, $v_e=0.40$ and $v_h=0.25\ \mathrm{Å\,eV}/\hbar$. Then $a=1.6$, and one pass absorbs $D=0.798$ of the light entering the layer. The transit times are
$$\tau_e=8000/0.40=20000\ \hbar/\mathrm{eV}\ (13.2\ \mathrm{ps}),$$
$$\tau_h=8000/0.25=32000\ \hbar/\mathrm{eV}\ (21.1\ \mathrm{ps}).$$
Light in vacuum travels at $1973\ \mathrm{Å\,eV}/\hbar$ and would cross the layer in about $4\ \hbar/\mathrm{eV}$. A refractive index of a few leaves this negligible, so treating the absorption as instantaneous is justified. Neglecting diffusion is a rougher step in so thin a layer. With an illustrative diffusion coefficient $\mathcal D=10\ \mathrm{cm^2/s}$, electrons spread by $\sqrt{2\mathcal D\tau_e}\approx1600$ Å during one transit time, a fifth of $W$. The bandwidths below therefore belong to the pure drift model.

The mean depth is 2976 Å. The hole share is $2976/8000=0.372$ and the electron share is 0.628.

Four cells are enough to follow the algorithm by hand. Their weights are 0.4131, 0.2769, 0.1856 and 0.1244, and their starts are 933.5, 2933.5, 4933.5 and 6933.5 Å. At $t=5000\ \hbar/\mathrm{eV}$ a free electron has moved 2000 Å, but the electron of the last cell has stopped after $8000-6933.5=1066.5$ Å. The electron charge is
$$\frac{0.8756\times2000+0.1244\times1066.5}{8000}=0.2355.$$
A free hole has moved 1250 Å, but that of the first cell has stopped after 933.5 Å:
$$\frac{0.4131\times933.5+0.5869\times1250}{8000}=0.1399.$$
The sum, 0.375, compares with 0.369 from 2048 cells, a relative error of about 1.7%. At the end of the window the same four cells give a total of one.

The current starts at $(0.40+0.25)/8000=8.125\times10^{-5}\ e\,\mathrm{eV}/\hbar$. When the last electron arrives, it has fallen to $0.650\times10^{-5}$, carried by holes. By then 0.965 of the charge has passed, so a window closed at $\tau_e$ would lose 3.5%. For comparison, the trapezoidal rule applied to the seven tabulated currents in the numerical output gives a total charge of 0.995, whereas differences of the induced charge at the same times sum to one.

With $M=N=16$ the computed bandwidth is $1.44419\times10^{-4}\ \mathrm{eV}/\hbar$; with 32 it is $1.44139\times10^{-4}$. If the error falls by a factor of four, the combination that cancels its leading part is
$$\frac{4\times1.44139-1.44419}{3}\times10^{-4}=1.44046\times10^{-4}\ \mathrm{eV}/\hbar,$$
close to the value $1.44047\times10^{-4}$ from 512 cells and bins. Even the 16-cell result is within 0.3% of it. These digits measure numerical convergence, not the accuracy of the model.

The largest error of $H$, over ten frequencies up to the bandwidth, is $2.0\times10^{-3}$ for 16 cells. The bound, with $\Delta t=2000\ \hbar/\mathrm{eV}$, is
$$0.0037+0.0059+0.0104=0.020,$$
about ten times larger. On successive doublings the observed error falls by factors between 4.00 and 4.01. The bound guarantees second order but does not by itself imply so steady a ratio.

## Reading the bandwidths

For light through the p contact the bandwidth is $1.44\times10^{-4}\ \mathrm{eV}/\hbar$, or $f=\omega/2\pi=34.8$ GHz. In the surface limit, $\sin y/y=1/\sqrt2$ at $y=\theta/2=1.3916$, so
$$\omega=2y/\tau_e=2\times1.3916/20000=1.392\times10^{-4}\ \mathrm{eV}/\hbar,$$
or 33.6 GHz. Uniform absorption gives 30.9 GHz.

For light through the p contact and these speeds, the bandwidth at $a=1.6$ thus lies above both limits and cannot vary monotonically with absorption at fixed $W$. The margin over the surface value is only 3.5%, and it is a result of the pure drift model; whether it survives diffusion is not shown here. The large-$a$ expansion shows why the surface value is approached from above. It is not accurate at $a=1.6$, where $\theta\phi/a^2$ exceeds one, and it does not locate the maximum.

Light entering through the n contact is described by the reflection $x\to W-x$, which exchanges $v_e$ and $v_h$ in the formulas. The slower holes now travel the longer mean distance, 5024 Å instead of 2976 Å, and the bandwidth drops to 27.0 GHz. A particle calculation with the mirrored absorption profile tests this exchange. The absorbed fraction and the total charge are unchanged; the loss of speed comes entirely from which carrier makes the longer journey.

At fixed $a$ and fixed $v_e/v_h$, the response depends on frequency through $\omega W/v_e$, so the transit-time bandwidth scales as $v_e/W$. Thinning a layer of given $\alpha$ also lowers $a$ and the absorbed fraction, so this scaling no longer holds exactly. With a single pass of light along the drift direction, any gain in speed is then paid for in signal. A back mirror, a resonant cavity or edge illumination along a waveguide lengthens the optical path without lengthening the drift path and relaxes this trade. In every case the capacitance left out here grows as $1/W$.

## Numbers as computed

```
layer width W = 8000 angstrom
absorption coefficient alpha = 0.0002 1/angstrom
electron speed = 0.40 angstrom eV/hbar
hole speed = 0.25 angstrom eV/hbar
speed of light = 1973.3 angstrom eV/hbar
alpha W = 1.60 (no unit)
absorbed fraction in one pass = 0.7981 (no unit)
electron transit time = 20000 hbar/eV = 13.16 ps
hole transit time = 32000 hbar/eV = 21.06 ps
four-cell start: cell, weight (no unit), start (angstrom)
  1  0.4131  933.5
  2  0.2769  2933.5
  3  0.1856  4933.5
  4  0.1244  6933.5
mean absorption depth = 2976.2 angstrom
electron charge share = 0.6280 e
hole charge share = 0.3720 e
total charge = 1.000000 e
time (hbar/eV), N_e, N_h, current (1e-5 e eV/hbar), charge (e)
  0  1.0000  1.0000  8.125  0.0000
  5000  0.8756  0.7228  6.637  0.3692
  10000  0.6900  0.5070  5.034  0.6618
  15000  0.4131  0.3389  3.124  0.8675
  20000  0.0000  0.2080  0.650  0.9649
  25000  0.0000  0.1060  0.331  0.9891
  32000  0.0000  0.0000  0.000  1.0000
cells = time bins, bandwidth (1e-4 eV/hbar), max error of H
  16  1.44419  2.03e-03
  32  1.44139  5.06e-04
  64  1.44070  1.26e-04
  128  1.44052  3.16e-05
  256  1.44048  7.90e-06
  512  1.44047  1.97e-06
successive error ratios of H: 4.01, 4.00, 4.00, 4.00, 4.00
angular bandwidths from closed transforms (1e-4 eV/hbar), f (GHz)
  light through p contact: 1.4405, 34.83
  light through n contact: 1.1179, 27.03
  surface absorption at p contact: 1.3916, 33.65
  uniform absorption: 1.2790, 30.93
surface-limit half angle = 1.3916 rad
```
